# Which degeneracies of a square nanowire survive corner rounding?

**The argument under comment.** The argument concerns an electron in a hard-walled wire of square cross-section with isotropic mass. It runs as follows. Exchanging \(x\) and \(y\) turns the subband \((n,p)\) into \((p,n)\), so the two have equal energy. Rounding the four corners equally keeps that exchange symmetry. Therefore rounding may shift the pairs \((1,2),(2,1)\) and \((1,3),(3,1)\), but it cannot split either.

The first two statements are correct. The conclusion needs more than they supply, because exchange symmetry makes two diagonal matrix elements equal and says nothing about the element that couples the two states. The question for each pair is whether any symmetry forbids that coupling.

**Model and conventions.** I take zero wavevector along the wire, no spin-orbit coupling and no potential inside the walls. In atomic units, with \(m\) in free-electron masses, the Hamiltonian is \(H=-\nabla^2/(2m)\). For a sharp square \(0<x,y<L\),

\[
\psi_{np}=\frac2L\sin\frac{n\pi x}{L}\sin\frac{p\pi y}{L},\qquad
E_{np}=(n^2+p^2)u,\qquad u=\frac{\pi^2}{2mL^2}.
\]

"Fourfold-symmetric" means unchanged by quarter turns about the centre and by the reflections \(x\to L-x\), \(y\to L-y\) and \(x\leftrightarrow y\).

**What symmetry does protect.** Let \(W\) be a fourfold-symmetric perturbation acting on the real states \(a=\psi_{np}\), \(b=\psi_{pn}\). Exchange gives \(W_{aa}=W_{bb}\), so the first-order shifts are \(W_{aa}\pm W_{ab}\). The pair stays together at this order if and only if \(W_{ab}=0\).

Under \(x\to L-x\), \(\psi_{np}\) is multiplied by \((-1)^{n+1}\). Thus \(\psi_{12}\) is even and \(\psi_{21}\) is odd, and a reflection-symmetric \(W\) cannot couple them. Both \(\psi_{13}\) and \(\psi_{31}\) are even in both reflections, so their coupling is allowed.

The protection of \((1,2),(2,1)\) does not rest on perturbation theory. In any fourfold-symmetric section, take an eigenstate that is even in \(x\) and odd in \(y\) about the centre. A quarter turn gives an eigenstate of the same energy that is odd in \(x\) and even in \(y\). The two have opposite parities, hence are orthogonal, and the level is at least doubly degenerate. In group language this is the two-dimensional representation \(E\) of \(C_{4v}\).

The same construction fails for the other pair. A quarter turn exchanges \(\psi_{13}\) and \(\psi_{31}\), so it sends \(\psi_{13}+\psi_{31}\) to itself and \(\psi_{13}-\psi_{31}\) to minus itself. Neither combination generates a partner. They belong to different one-dimensional representations, \(A_1\) and \(B_1\), whose energies symmetry does not relate.

**Why the sharp square has the extra degeneracy.** Write \(H=H_x+H_y\). In the sharp square the difference \(D=H_x-H_y\) is also conserved, and

\[
D(\psi_{13}+\psi_{31})=(1-9)u\,\psi_{13}+(9-1)u\,\psi_{31}
=-8u(\psi_{13}-\psi_{31}).
\]

Since \(D\) commutes with \(H\), it links the \(A_1\) and \(B_1\) states at equal energy. The degeneracy comes from separability, a property beyond the geometrical symmetry.

The walls matter here. On a flat wall \(x=0\), \(\psi=0\) implies \(\partial_y^2\psi=0\). The Schrödinger equation then gives \(\partial_x^2\psi=0\), so \(D\psi\) also vanishes there and remains an admissible state. On a curved wall the second derivative along the tangent direction need not vanish, and this reasoning is lost. Whether the levels then separate, and by how much, requires a calculation.

**The shift produced by a rounded corner.** Let each corner be replaced by a quarter-circle of radius \(r\ll L\), tangent to both walls. Near a corner, in distances \(x,y\) measured inward from it, \(\psi_i\simeq A_i xy\). At the origin \(A_{np}=2\pi^2np/L^3\). At the wall \(x=L\) there is an extra sign \((-1)^{n+1}\), and at \(y=L\) an extra sign \((-1)^{p+1}\).

On the scale of \(r\) the energy term in the wave equation is negligible and the wavefunction is harmonic. With \(z=x+iy=\rho e^{i\theta}\), the unperturbed form is \(A\,\mathrm{Im}(z^2)/2\). Outside the fillet the perturbed form is

\[
\phi\simeq \frac A2\,\mathrm{Im}\left(z^2+\frac{h}{z^2}\right)
=\frac A2\left(\rho^2-\frac h{\rho^2}\right)\sin2\theta ,
\]

where \(h\propto r^4\) depends on the shape of the fillet.

Let \(-\nabla^2\psi_i=\lambda\psi_i\) and \(-\nabla^2\phi=\lambda'\phi\), with \(\lambda=2mE\). Apply Green's identity to the wire outside small arcs of radius \(\rho\), where \(r\ll\rho\ll L\):

\[
(\lambda'-\lambda)\int\phi\psi_i\,dS
=\oint(\phi\,\partial_\nu\psi_i-\psi_i\,\partial_\nu\phi)\,ds .
\]

The walls contribute nothing. On an arc the outward normal points towards the corner, so \(\partial_\nu=-\partial_\rho\), and

\[
\phi\,\partial_\rho\psi_i-\psi_i\,\partial_\rho\phi
=\frac{AA_i}{4}\sin^2 2\theta
\left[2\rho^3-\frac{2h}{\rho}-2\rho^3-\frac{2h}{\rho}\right]
=-\frac{hAA_i}{\rho}\sin^22\theta .
\]

Multiplication by \(-\rho\,d\theta\) and integration from \(0\) to \(\pi/2\) gives \(\pi hAA_i/4\). Far from the corners \(\phi\simeq\sum_jc_j\psi_j\), so \(A=\sum_jc_jA_j\) and the integral on the left is \(c_i\). Dividing by \(2m\) yields an eigenvalue problem for the shifts, with matrix

\[
W_{ij}=\frac{\pi h}{8m}\sum_{\rm corners}A_iA_j .
\]

**The fillet coefficient.** To find \(h\), map the upper half of a complex \(t\)-plane onto the filleted quadrant by \(z=f(t)\), with \(f(1)=r\), \(f(-1)=ir\) and \(f(\infty)=\infty\). The function \(\mathrm{Im}\,t\) is harmonic and vanishes on the wall, so it supplies \(\phi\).

The boundary consists of straight and circular pieces. The Schwarzian derivative \(\{f,t\}=(f''/f')'-\frac12(f''/f')^2\) is unchanged by a fractional linear transformation of \(f\), and such a transformation can make any one piece straight and real. Hence \(\{f,t\}\) is real on the real axis and continues by reflection to the whole plane, with possible singularities at \(t=\pm1\).

At a joint the two pieces are tangent. Send the joint to infinity; the pieces become parallel lines, and with \(\tau=t\mp1\) the map has derivative \(g'\propto\tau^{-2}+c\tau^{-1}\). Then \(g''/g'=-2/\tau+c+\ldots\), the double poles in the Schwarzian cancel, and a simple pole remains. At infinity \(f\simeq Ct^{1/2}\), which gives \(\{f,t\}\simeq3/(8t^2)\). Two simple poles with this limit must combine as

\[
\{f,t\}=\frac{3}{8(t^2-1)} .
\]

If \(f=y_1/y_2\), where both functions solve \(y''+qy=0\), their Wronskian is constant, \(f''/f'=-2y_2'/y_2\), and \(\{f,t\}=2q\). Therefore

\[
(t^2-1)y''+\frac3{16}y=0 .
\]

At large \(t\), \(y\sim t^s\) requires \(s(s-1)=-3/16\), so \(s=1/4\) or \(3/4\). The map is \(f=Cy_{3/4}/y_{1/4}\). An added constant would have to be real to keep one wall on the real axis and imaginary to keep the other on the imaginary axis, so it is zero.

Set \(y_s=t^s(1+a_st^{-2}+\ldots)\). The coefficient of \(t^{s-2}\) gives

\[
a_s=\frac{s(s-1)}{(s-2)(s-3)+3/16},\qquad
a_{3/4}=-\frac1{16},\quad a_{1/4}=-\frac3{80}.
\]

Thus \(z=Ct^{1/2}[1-1/(40t^2)+\ldots]\) and \(z^2=C^2t[1-1/(20t^2)+\ldots]\). Inversion gives \(C^2t=z^2+C^4/(20z^2)+\ldots\), so \(h=C^4/20\).

The condition \(f(1)=r\) fixes \(C\). The full series is \(y_s=t^s\,{}_2F_1(-\frac s2,\frac{1-s}2;\frac32-s;t^{-2})\). Gauss's sum at unit argument, followed by the duplication formula for the gamma function, gives

\[
y_s(1)=\frac{\Gamma(\frac32-s)}{\Gamma(\frac32-\frac s2)\Gamma(1-\frac s2)}
=\frac{2^{1-s}\Gamma(\frac32-s)}{\sqrt\pi\,\Gamma(2-s)} .
\]

With \(\Gamma(7/4)=\frac34\Gamma(3/4)\) and \(\Gamma(5/4)=\frac14\Gamma(1/4)\),

\[
\frac{y_{3/4}(1)}{y_{1/4}(1)}
=\frac{\Gamma(\frac34)\Gamma(\frac74)}{\sqrt2\,\Gamma(\frac54)^2}
=\frac{12}{\sqrt2}\left[\frac{\Gamma(3/4)}{\Gamma(1/4)}\right]^2 .
\]

Since \(C\) is \(r\) divided by this ratio, \(h=\eta r^4\) with

\[
\eta=\frac1{103680}\left[\frac{\Gamma(1/4)}{\Gamma(3/4)}\right]^8=0.0566 .
\]

**The two pairs compared.** For \((n,p)\) and \((p,n)\), every corner has the same \(A^2\), and the diagonal element is

\[
W_0=\frac{\pi\eta r^4}{8m}\,4\left(\frac{2\pi^2np}{L^3}\right)^2
=4\pi^3\eta n^2p^2u\left(\frac rL\right)^4 .
\]

In the off-diagonal element the corner signs are \(1\), \((-1)^{n+p}\), \((-1)^{n+p}\) and \(1\), so

\[
W_{ab}=\frac{1+(-1)^{n+p}}2W_0 .
\]

If \(n+p\) is odd, both states move by \(W_0\). If \(n+p\) is even and \(n\ne p\), the shifts are \(2W_0\) and zero at this order. This rule assumes that no other state shares the unperturbed energy; otherwise the matrix must include all the degenerate states. For example, \((5,5)\) lies at \(50u\) together with \((1,7),(7,1)\), and rounding couples it to their sum.

The doublet \((1,2),(2,1)\) therefore moves as a unit by \(16\pi^3\eta u(r/L)^4\), while

\[
E_{A_1}-E_{B_1}=72\pi^3\eta u\left(\frac rL\right)^4
=126.4\,u\left(\frac rL\right)^4 .
\]

The wavefunctions show why. The difference \(\psi_{13}-\psi_{31}\) vanishes on the diagonals and has no \(xy\) term at the corners, so it hardly notices their removal. The sum has its corner amplitudes reinforced and is pushed up. The fourth power of \(r\) arises because the wavefunction was already small in the removed region.

The leading law neglects terms of relative order \((r/L)^2\). Direct solution of the wave equation gives splittings that are 0.970 and 0.885 of the law at \(r/L=0.06\) and \(0.12\). Removing the quadratic correction by extrapolation gives 0.999. At \(r/L=0.12\), the solution also keeps \((2,3),(3,2)\) and \((1,4),(4,1)\) together and splits \((2,4),(4,2)\), as the parity rule requires.

**Two further cases.** First, round one corner alone. All four elements of the \((1,2),(2,1)\) matrix now have magnitude \(W_0/4\), so the eigenvalues are zero and \(W_0/2\). The doublet splits by \(8\pi^3\eta u(r/L)^4\). At \(r/L=0.12\) this is \(0.00291u\), against \(0.00274u\) from the direct solution. The protection belongs to the fourfold symmetry of the whole section, not to rounding as such.

Second, let all four radii grow to \(L/2\), which makes the section a circle. The doublet becomes the pair with angular momentum \(\pm1\). The \(A_1\) state becomes the second state of zero angular momentum, and the \(B_1\) state becomes a \(\cos2\varphi\) state. Their energies are set by zeros of the Bessel functions \(J_0\) and \(J_2\). A common zero would require \(J_1=0\), because \(J_0+J_2=2J_1/x\). Then \(J_0\) and its derivative \(-J_1\) would vanish together, which is impossible for a nonzero solution of Bessel's equation. The pair is therefore split in the circle as well.

**An InSb wire.** The conduction-band minimum of InSb has an isotropic mass, which makes it a suitable case. I take \(m=0.014\) as a rough value, \(L=100\) nm and \(r=20\) nm. Then \(u=0.002686\) eV. The extra digits here and below serve to compare levels within the model; the rough mass does not fix the absolute energies so closely. The sharp-square levels are \(5u=0.01343\) eV and \(10u=0.02686\) eV.

For the rounded wire the direct solution gives 0.01353 eV for the doublet, a common upward shift of about 0.0001 eV. Its two members agree to \(3\times10^{-13}\) eV on a mesh that does not itself have fourfold symmetry. The other pair separates into \(B_1\) at 0.026863 eV and \(A_1\) at 0.027254 eV. The splitting is

\[
E_{A_1}-E_{B_1}=3.9\times10^{-4}\ {\rm eV}
=1.44\times10^{-5}\ {\rm hartree}.
\]

The leading law gives \(126.4\times0.2^4\times0.002686=5.4\times10^{-4}\) eV, which is 39% above the direct result. At this radius the law gives the scale, not the value. For \(r=10\) nm at the same \(L\), it gives \(3.4\times10^{-5}\) eV.

**Effects that compete with rounding.** Suppose that the wire, fillets included, is stretched by 1 nm along \(x\). The \(x\) kinetic energy is multiplied by \(f=1.01^{-2}=0.9803\), as it would be by a mass 2% larger along \(x\). In the sharp square the doublet would split by \(3(1-f)u=1.6\times10^{-4}\) eV, and the rounded wire gives the same value to two digits.

For \((1,3),(3,1)\) the stretch separates the diagonal elements by \(\Delta=8(1-f)u=4.2\times10^{-4}\) eV, while rounding supplies the coupling. With \(S\) the rounding splitting, the total is approximately \(\sqrt{\Delta^2+S^2}=5.8\times10^{-4}\) eV; the direct result is \(5.7\times10^{-4}\) eV. A split \((1,3)\) pair alone thus does not identify corner rounding. Within this model, a split doublet shows that the fourfold symmetry is broken.

Electron charge also matters. For 0.01 electrons per nm in the lowest subband, a rough relative permittivity of 17 and a grounded gate directly on the wall, one pass through Poisson's equation gives a potential energy of up to 0.0017 eV. The \(A_1\)–\(B_1\) splitting rises to \(5.4\times10^{-4}\) eV, while the doublet stays intact because the potential is fourfold-symmetric. A full self-consistent solution and an oxide layer would change the first number, but not the second statement if they keep the symmetry.

A finite barrier \(V_0\) surrounding a sharp square is not separable either. If \(\Theta_x\) and \(\Theta_y\) equal one outside the respective width and zero inside, the potential is \(V_0(\Theta_x+\Theta_y-\Theta_x\Theta_y)\), and the product term couples the two directions. For a rough 2 eV barrier with equal mass on both sides, the resulting splitting is only \(4\times10^{-8}\) eV. Penetration over a decay length of 1.17 nm lowers the pair energy by 4.5% relative to hard walls; a wall mass of 0.1 or 0.5 lowers it by 11% or 21%. The barrier matters more once the corners are rounded, because penetration raises the wavefunction near them: the same equal-mass barrier around the rounded section gives a splitting of about \(4.2\times10^{-4}\) eV, some 7% above the hard-wall value.

The InSb band is not parabolic at these energies. With a rough gap \(E_g=0.24\) eV and the relation \(E(1+E/E_g)=\varepsilon\), where \(\varepsilon\) is the parabolic energy, the splitting falls to \(3.2\times10^{-4}\) eV. For hard walls \(E\) depends on the shape through \(\varepsilon\) alone, so equal levels remain equal.

**Spin.** With spin, the doublet is fourfold. Spin-orbit coupling can link its orbital circulation to the spin and split it into two Kramers pairs. The statement of protection above therefore refers to the spinless problem. A Kane-model estimate, with a rough valence spin-orbit gap of 0.8 eV and a coupling that drops to zero across the 2 eV wall, gives \(1\times10^{-5}\) eV. This is about 3% of the rounding splitting. The figure assumes the InSb mass inside the wall too. A heavier wall mass raises the wavefunction at the interface: with 0.1 the same estimate gives about \(6\times10^{-5}\) eV, and with 0.5 about \(2\times10^{-4}\) eV, no longer small beside the rounding splitting. The estimate omits bulk inversion asymmetry and electric fields inside the wire. The latter are not negligible beside it: with the same Kane parameters, the field of the electron charge considered above contributes a term of about \(1\times10^{-5}\) eV, as large as the equal-mass wall estimate.

**Relation to real devices.** The square section, its 100 nm width and its 20 nm corner radius are model choices. The model also assumes sharp levels, and collisions can spoil that assumption. For a rough mobility of \(3\times10^4\) cm²/Vs, the collision broadening \(\hbar/\tau=\hbar e/(m\mu)\), with \(m\) here the dimensional mass, is 0.0028 eV, seven times the splitting. On this estimate, a mobility near \(2\times10^5\) cm²/Vs would make the two equal. Small-angle collisions broaden levels while hardly reducing the mobility, so the actual width can be larger. The thermal energy at 4 K, \(3.4\times10^{-4}\) eV, is also comparable with the splitting. In such a wire the two levels would not be resolved, although their symmetries differ.

Scaling does not remove this difficulty by itself. At fixed \(r/L\) and mass, the splitting grows as \(L^{-2}\). But reducing \(L\) from 100 to 20 nm would raise \(10u\) to 0.67 eV, well above the gap, where the parabolic model has no standing.

**Correction required.** The argument should replace "exchange symmetry protects the pair" by a test of the coupling. If a reflection gives the two states opposite parity, fourfold-symmetric rounding leaves them degenerate. If their parities agree, the equality in the sharp square rests on separability, and symmetry does not protect it. Rounding then splits the pair by the amount derived above when \(r\ll L\) and no other state shares the unperturbed energy. At larger radii the splitting has to be calculated.

## Computed results

```
Wire side: 100 nm
Corner radius: 20 nm
Rough InSb mass / free-electron mass: 0.014
Energy unit u: 0.0026859 eV
Corner coefficient eta: 0.056635
Leading pair-splitting coefficient: 126.43 u
Pair splitting / leading law at r/L=0.06: 0.97005
Pair splitting / leading law at r/L=0.12: 0.88462
Pair ratio extrapolated to zero radius: 0.99852
Doublet-shift ratio extrapolated to zero radius: 0.99958
One-corner doublet splitting at r/L=0.12: 0.0027396 u
One-corner leading-law splitting: 0.002913 u
Sharp (1,2),(2,1) energy: 0.01343 eV
Sharp (1,3),(3,1) energy: 0.026859 eV
Rounded ground energy: 0.0054002 eV
Rounded doublet energy: 0.013533 eV
Numerical doublet residual: 2.9e-13 eV
Rounded B1 energy: 0.0268628 eV
Rounded A1 energy: 0.027254 eV
A1 overlap with normalized psi13+psi31: 0.99868
MAIN pair splitting: 0.00039125 eV
MAIN pair splitting converted: 1.4378e-05 hartree
Leading-law pair splitting: 0.00054335 eV
Largest level change, degree 6 to 8: 3.5e-09 eV
Rough band gap: 0.235 eV
Nonparabolic doublet energy: 0.012832 eV
Nonparabolic pair splitting: 0.00032373 eV
Width mismatch: 1 nm
Doublet splitting from width mismatch: 0.00015873 eV
Pair splitting with width mismatch: 0.00057368 eV
Rough electron line density: 0.01 1/nm
Rough relative permittivity: 16.8
Largest charge potential energy: 0.0016988 eV
A1-B1 splitting with charge potential: 0.00053771 eV
Rough wall barrier: 2 eV
Wall decay length: 1.1665 nm
Finite-wall sharp pair energy: 0.025662 eV
Finite-wall sharp pair splitting: 4.1e-08 eV
Rough valence spin-orbit gap: 0.8 eV
Kane energy inferred from mass: 22.3 eV
Wall spin-orbit doublet splitting estimate: 1.1e-05 eV
Temperature: 4 K
Thermal energy: 0.000345 eV
Rough mobility: 30000 cm2/Vs
Collision broadening hbar/tau: 0.00276 eV
Mobility for broadening = pair splitting: 2.11e+05 cm2/Vs
```
